# Why a half-open unresolved grating prints at 25 percent intensity

## The decision: which dose does the resist receive?

An exposure calculation has to assign a dose to an area of the mask filled with a grating too fine for the lens to resolve. Half of the area is open. If the open-field dose is 30 mJ/cm2 and the resist needs 10 mJ/cm2 to clear, multiplying by one half gives 15 mJ/cm2, and a positive resist clears. Multiplying by one quarter gives 7.5 mJ/cm2, and the resist stays. The choice of factor decides whether the area is bare or covered.

For a thin mask whose nonzero diffraction orders all miss the pupil, the factor is one quarter. The sections below take the contributions to the image separately: the zero order, the orders that are lost, the mutual coherence of the slots, and the departures of a real mask from the thin-mask model.

## The mask and its orders

All lengths are measured at wafer scale unless the mask is named, so the reduction of the lens is already divided out. The grating has period $p$ along $x$ and open fraction $D$. In the thin-mask model the field just behind the mask is the incident field multiplied by

$$t(x)=\begin{cases}1,& |x|<Dp/2\\ 0,& Dp/2<|x|<p/2\end{cases}$$

repeated with period $p$. The grating is taken to be long, so its ends play no part. A periodic function is a Fourier series,

$$t(x)=\sum_m a_m e^{2\pi i m x/p},\qquad a_m=\frac1p\int_{-p/2}^{p/2}t(x)\,e^{-2\pi i m x/p}\,dx .$$

For $m=0$ the integrand is 1 over a length $Dp$, hence $a_0=D$. For $m\neq0$,

$$a_m=\frac1p\int_{-Dp/2}^{Dp/2}e^{-2\pi i m x/p}dx=\frac1p\,\frac{e^{-i\pi mD}-e^{i\pi mD}}{-2\pi i m/p}=\frac{\sin(\pi m D)}{\pi m}.$$

The last step uses $e^{-i\alpha}-e^{i\alpha}=-2i\sin\alpha$. At $D=1/2$ this gives $a_0=1/2$ and $a_{\pm1}=1/\pi$, while the nonzero even orders vanish. The zero-order amplitude is the average of the transmitted amplitude over one period. This is where the averaging enters.

## Contribution 1: the zero order alone

The source is a uniform disc, and its points emit independently of one another. Each point illuminates the mask with a plane wave. Let $\mathbf s$ be the position at which that wave would cross the pupil, in units of the pupil radius; the source occupies $|\mathbf s|\le\sigma$, with $\sigma\le1$. The pupil passes spatial frequencies up to $\mathrm{NA}/\lambda$, so the illuminating wave has spatial frequency $\mathbf s\,\mathrm{NA}/\lambda$. Multiplication by the $m$-th term of the series adds $m/p$ along $x$. Dividing by $\mathrm{NA}/\lambda$ gives the pupil position of order $m$:

$$\mathbf s_m=\mathbf s+m\,\frac{\lambda}{p\,\mathrm{NA}}\,\hat{\mathbf x}.$$

By the triangle inequality, for $m\ne0$,

$$|\mathbf s_m|\ \ge\ |m|\frac{\lambda}{p\,\mathrm{NA}}-|\mathbf s|\ \ge\ \frac{\lambda}{p\,\mathrm{NA}}-\sigma .$$

All nonzero orders miss the pupil if the right-hand side exceeds 1, that is, if

$$p<\frac{\lambda}{\mathrm{NA}(1+\sigma)} .$$

Under this condition the image field from source point $\mathbf s$ is $D$ times a factor of unit modulus, $e^{i\phi}$. With an open mask it is 1 times the same factor. The resist responds to the squared modulus, and independent source points add as intensities:

$$\frac{I_{\text{grating}}}{I_{\text{open}}}=\frac{\sum_{\mathbf s}|D\,e^{i\phi}|^2}{\sum_{\mathbf s}|e^{i\phi}|^2}=D^2 .$$

No $x$ remains, so the image is uniform. At $D=1/2$ it is 25 percent of the open field. Defocus changes only $\phi$, so within this model it leaves the result unchanged.

Take $\lambda=193$ nm, $\mathrm{NA}=0.85$ and $\sigma=0.5$. The pitch limit is $193/(0.85\times1.5)=151.4$ nm. The chosen pitch of 110 nm lies below it: the first orders are displaced by $193/(110\times0.85)=2.064$ pupil radii, and even the most favourable source point brings them no closer than $2.064-0.5=1.564$. An image summed over source points, with orders integrated numerically from the mask profile, has minimum and maximum both equal to 0.2500. The same test at $D=0.3$ and $0.7$ also returned $D^2$.

The pitch limit was tested from both sides. At 0.999 of the limit the modulation, maximum minus minimum, is zero to the printed precision. At 1.001 of it the modulation is $1.0\times10^{-3}$ of the open-field intensity. The exact size of that value depends on the sampling of the source, and a continuous source would give a smaller one. Just above the limit, only the source points at its two extreme edges, out of about 1250, send a first order into the pupil.

## The same contribution seen in real space

For light along the axis, the lens replaces the mask field by a weighted sum over neighbouring points. For a pattern that varies only along $x$, the weight is the Fourier transform of the passed band,

$$h(x)=\int_{-\mathrm{NA}/\lambda}^{\mathrm{NA}/\lambda}e^{2\pi i f x}\,df=\frac{\sin kx}{\pi x},\qquad k=\frac{2\pi\,\mathrm{NA}}{\lambda},$$

and the image field is

$$E(x)=\int t(x')\,h(x-x')\,dx' .$$

The first zeros of $h$ lie at $\pm\pi/k=\pm\lambda/(2\mathrm{NA})=\pm113.5$ nm. The central lobe is therefore about two periods wide, and side lobes of alternating sign extend further. The field at any wafer point is a sum of contributions from several slots.

The lens does average amplitude before detection, but with signed weights. The weight $h$ removes the ripple of the mask field completely, because it multiplies each Fourier term of $t$ by 1 inside the passed band and by 0 outside.

Adding the contributions of the slots directly gives a field of 0.5000 both under the centre of a slot and under the centre of a line. Squaring comes last: $0.5^2=0.25$. Closing half of the mask halves the field, and halving a field quarters its intensity.

## Contribution 2: the orders that are lost

Just behind the thin mask the mean-square field is half that of an open mask, yet the image has only a quarter of the open-field intensity. To locate the difference, average $|t|^2$ over a period. The cross terms between different orders integrate to zero, so

$$\frac1p\int_{-p/2}^{p/2}|t|^2dx=\sum_m|a_m|^2 .$$

Because $t$ is 0 or 1, $|t|^2=t$, and the left side is $D$. Separating the zero order,

$$\sum_{m\ne0}|a_m|^2=D-D^2=D(1-D).$$

This is what the guess $D$ counts and the image lacks. It is largest at $D=1/2$, where it equals $1/4$. The first orders hold $2/\pi^2=0.2026$ and all higher orders together 0.0474.

These numbers are shares of the mean-square field, not of power. A propagating order at angle $\theta_m$ carries power through the mask plane in proportion to $|a_m|^2\cos\theta_m$, and an evanescent order carries none away. With fourfold reduction the mask pitch is 440 nm, and for axial light $\sin\theta_1=193/440$, so $\theta_1=26.0^\circ$. The lens accepts a half-angle of $12.3^\circ$ at the mask. The first orders together carry $0.2026\cos26.0^\circ=0.182$ of the open-mask power, and they pass outside the lens aperture. The third orders would need $\sin\theta_3=3\times193/440>1$, so they are evanescent.

The thin-mask power in all propagating orders is then $0.25+0.18=0.43$, not 0.50. The thin-mask field is an assumed field, not a solution of Maxwell's equations, and at a pitch of little more than two wavelengths its power balance need not close. The error of the thin-mask model in the zero order, the only order that reaches the image, is sized below.

If the lost orders are the cause, readmitting them must restore the missing intensity. For axial light the cross terms again vanish in the average over a period, so

$$\langle I\rangle=\sum_{\text{captured }m}|a_m|^2 .$$

Keep the lens fixed and widen the pitch to 400 nm. The first orders now enter, and the mean image intensity is $0.2500+0.2026=0.4526$. At a pitch of 11466 nm many orders enter, and the mean is 0.4980. In that limit the image consists of resolved bright and dark lines, and 50 percent is the average of their intensities, taken after detection. The half-intensity rule is therefore right for the mean dose over well-resolved lines and wrong for the unresolved grating.

## Contribution 3: the phase relation between slots

The loss of orders depends on interference between light from different slots. To remove that interference, divide every slot into narrow strips parallel to the lines, and suppose that the strips emit independently, with the lens and the slots unchanged. Each strip is uniform and coherent along its length, so $h$ still describes its image field. The open field for comparison is filled with the same strips. Intensities then add, with a weight proportional to $h^2$. Since $\int\sin^2(kx)/x^2\,dx=\pi k$, the weight normalized to unit area is

$$g(x)=\frac{\sin^2 kx}{\pi k x^2},\qquad I(x)=\int t(x')\,g(x-x')\,dx' .$$

Squaring $h$ doubles the band of spatial frequencies, so $g$ passes frequencies up to $2\mathrm{NA}/\lambda$. For $p<\lambda/(2\mathrm{NA})=113.5$ nm even the first harmonic is removed, and what remains is the average of $t$, so $I=D$. The 110 nm pitch satisfies this condition, and the direct sum over slots gives 0.5000 under both slot and line.

The same slots and the same lens therefore give a uniform 25 percent when the mask is lit from behind through the pupil disc, and a uniform 50 percent when the strips glow independently. An independent emitter sends the same share of its light into the lens whatever its neighbours do, so half the emitters deliver half the light. In the illuminated mask, the waves from neighbouring slots interfere, and part of the light leaves in directions that the lens does not collect.

Enlarging the source up to the full pupil does not turn the first case into the second. At $\sigma=1$ the pitch limit is $\lambda/(2\mathrm{NA})=113.5$ nm, still above 110 nm, so the image remains at 25 percent. Source points outside the pupil would be needed to bring first orders in.

A second contrast keeps the coherence and changes the phase. Let the lines transmit fully, but with the field reversed, so that $t=-1$ there. Then $|t|^2=1$ everywhere, and an average of intensity would predict 100 percent. The average amplitude is

$$a_0=D\cdot1+(1-D)(-1)=2D-1,$$

which is zero at $D=1/2$. The computed image is dark. A mask that blocks nothing prints as black because all of its light goes into orders that miss the pupil.

## Contribution 4: the real absorber

A mask absorber has thickness and finite opacity. The example takes an 80 nm chromium-like film on silica, with index $0.84+1.65i$ for the film and 1.56 for the silica. Three departures can be weighed against the thin-mask value of 0.25.

**Slot width.** From $I=D^2$, a small change in $D$ gives $\delta I/I\approx2\,\delta D/D$. A mask slot of 224 nm in place of 220 nm has $D=224/440=0.509$ and $I=0.2592$. The slot is 1.8 percent wider and the image 3.7 percent brighter, relative to 0.25. In the thin-mask model, the unresolved grating doubles a small relative width error.

**Leakage.** The film transmits $3.2\times10^{-4}$ of the open-mask intensity, which looks negligible. It enters as an amplitude, however. Let $\ell$ be the film amplitude relative to the open mask, and $\varphi$ the phase gained in crossing the air in the slot. Then

$$I=|De^{i\varphi}+(1-D)\ell|^2=D^2+2D(1-D)\,\mathrm{Re}(e^{-i\varphi}\ell)+(1-D)^2|\ell|^2 .$$

Here $|\ell|=\sqrt{3.2\times10^{-4}}=0.018$. At $D=1/2$ the last term is below $10^{-4}$, but the cross term can reach $0.5\times0.018=0.009$. With the actual phase, the intensity becomes 0.2572, an increase of 0.007. The leakage matters through interference with the slot light.

**Topography.** The field in a slot 220 nm wide and 80 nm deep is not the undisturbed incident wave. To size this, Maxwell's equations were solved for the periodic film at normal incidence, with the fields expanded in diffraction orders and matched at both surfaces. For electric field along the lines (TE) the zero-order power is 0.22 of the open mask, and for magnetic field along the lines (TM) it is 0.20. The unpolarized mean is 0.21, about 17 percent below the thin-mask value. This calculation already contains the leakage.

Both polarizations fall below 0.25, so topography moves the result further from 50 percent in this example. The sign belongs to this film and this pitch and is not a general rule. When the mask pitch is made ten times larger with the film unchanged, the zero order is 0.253 for TE and 0.252 for TM. The edges then occupy a small part of each slot, and the result lies close to the thin-mask value with leakage, 0.257. That comparison concerns the power in the zero order alone; at such a pitch the lens would also collect other orders.

## Weighing the contributions

Relative to the open field, the changes in this example are:

- loss of all nonzero orders: from 0.50 to 0.25;
- mask topography, leakage included: from 0.25 to 0.21;
- a mask slot 4 nm too wide: from 0.25 to 0.259;
- leakage alone, in the thin-mask model: from 0.25 to 0.257.

The first is by far the largest, and it alone separates the two dose estimates. Topography comes next and matters for an accurate dose. The other two are corrections of a few percent of the image intensity.

## Back to the dose

With an open-field dose of 30.0 mJ/cm2, the thin-mask grating dose is $0.25\times30.0=7.5$ mJ/cm2. The rigorous zero order lowers it to 6.2 mJ/cm2. Both lie below the 10.0 mJ/cm2 needed to clear, so the positive resist remains. The half-intensity guess of 15.0 mJ/cm2 would have predicted bare substrate.

The rule can be inverted to choose an open fraction. In the thin-mask model the resist clears when $D^2\times30.0>10.0$, so $D>\sqrt{1/3}=0.58$. The linear rule would set the threshold at $D=0.33$, where the dose is actually $30.0/9=3.3$ mJ/cm2. This design rule holds for a pitch below the limit, a thin opaque absorber and a resist that responds to dose with a sharp threshold. The 80 nm absorber of this example passes less light into the zero order than the thin-mask model predicts, so it needs a larger open fraction to clear.

The setting corresponds to a dry 193 nm scanner with fourfold reduction. The optical constants and film thickness are rough typical values, and the two doses are round values of a plausible size. Of the departures sized here, the largest comes from the thickness of the mask, which costs about 17 percent of the thin-mask intensity. The rigorous calculation used normal incidence, whereas the source extends to $6.1^\circ$ at the mask; that difference was not sized. Stray light from bright surroundings is also left out. To clear the resist it would have to supply the missing $10.0-6.2=3.8$ mJ/cm2, or about 13 percent of the open-field dose. The numerical output below lists the values used here.

## Computed results

```
wavelength: 193 nm; NA: 0.85; sigma: 0.50
wafer pitch: 110 nm; slot: 55 nm
mask pitch: 440 nm; slot: 220 nm
pitch limit for a uniform image: 151.4 nm
first-order shift / pupil radius: 2.064
independent-emitter pitch limit: 113.5 nm
mean-square field behind mask: 0.5000
  share of order 0: 0.2500
  share of orders +1 and -1: 0.2026
  share of all higher orders: 0.0474
Abbe image minimum, maximum: 0.2500, 0.2500
image modulation at 0.999 of pitch limit: 0.0e+00
image modulation at 1.001 of pitch limit: 1.0e-03
real-space field at slot centre: 0.5000
real-space field at line centre: 0.5000
independent emitters, slot centre: 0.5000
independent emitters, line centre: 0.5000
0/pi phase grating, image maximum: 0.0e+00
mean image, axial light, 400 nm pitch: 0.4526
mean image, axial light, 11466 nm pitch: 0.4980
lens acceptance half-angle at mask: 12.3 deg
source half-angle at mask (air): 6.1 deg
first-order angle at mask, axial light: 26.0 deg
thin-mask flux in orders +1 and -1 / clear: 0.1821
silica index: 1.56; absorber n: 0.84, k: 1.65
absorber thickness: 80 nm
rigorous TE order 0 / clear: 0.217
rigorous TE orders +1 and -1 / clear: 0.210
rigorous TE order 0, tenfold pitch: 0.253
rigorous TM order 0 / clear: 0.199
rigorous TM orders +1 and -1 / clear: 0.156
rigorous TM order 0, tenfold pitch: 0.252
rigorous unpolarized order 0 / clear: 0.208
image with mask slot 4 nm wider: 0.2592
absorber intensity leakage / clear: 3.2e-04
thin-mask image including leakage: 0.2572
open-field dose: 30.0 mJ/cm2
dose to clear: 10.0 mJ/cm2
grating dose, amplitude average: 7.5 mJ/cm2
grating dose, 50 percent guess: 15.0 mJ/cm2
grating dose, rigorous unpolarized: 6.2 mJ/cm2
```
